# Counting the Bilayers of a Multilayer Mirror from Its Subsidiary Maxima

## Problem

A mirror consists of $N\ge 2$ identical bilayers of period $\Lambda$, each made of a light layer and a heavy layer. The heavy layer fills a fraction $\Gamma$ of the period. X-rays of vacuum wavelength $\lambda$ and wave number $k=2\pi/\lambda$ strike it at grazing angle $\theta$, measured from the surface, with the electric field parallel to the layers. The refractive indices are $n=1-\delta+i\beta$.

In the kinematic model each bilayer scatters once, and all bilayers receive the same incident amplitude. With $k_z$ the normal wave number inside the stack, neighbouring bilayers then contribute with a phase difference $\varphi=2k_z\Lambda$, and

$$R=|r_1|^2S_N(\varphi),\qquad S_N(\varphi)=\left|\sum_{n=0}^{N-1}e^{in\varphi}\right|^2 ,$$

where $r_1$ is the reflection amplitude of one bilayer.

**(a)** Show that $S_N$ has $N-2$ subsidiary maxima between adjacent Bragg peaks, and find the condition for their positions and their heights.

**(b)** Find $|r_1|$ for a lossless stack surrounded by the light material. Does the count survive in $R$ between orders 1 and 2 if $\Gamma=0.4$? What happens if $\Gamma=1/2$?

**(c)** A simulated scan shows these maxima, from the first Bragg peak to the second:

| $\theta$ (degrees) | $R$ |
|---|---|
| 0.699 (Bragg, order 1) | 0.673 |
| 0.797 | 0.0559 |
| 0.855 | 0.0201 |
| 0.913 | 0.0103 |
| 0.972 | 0.00655 |
| 1.031 | 0.00483 |
| 1.091 | 0.00412 |
| 1.151 | 0.00425 |
| 1.214 | 0.00627 |
| 1.296 (Bragg, order 2) | 0.0514 |

Infer the number of bilayers, and cross-check it with the fringe spacing.

**(d)** Is the kinematic model valid for this mirror? If not, why does counting work, and when does it fail?

The data for the scan are $\lambda=0.154$ nm (8.05 keV), $\Lambda=7.0$ nm and $\Gamma=0.4$, so the heavy layers are 2.8 nm thick and the light ones 4.2 nm. The optical constants are $\delta_h=3.0\times10^{-5}$, $\beta_h=2.0\times10^{-6}$ for the heavy material and $\delta_l=7.5\times10^{-6}$, $\beta_l=2\times10^{-7}$ for the light one. Vacuum lies above the stack, a light layer is on top, and the substrate has the constants of the light material.

The scan includes multiple scattering. In medium $j$ the normal wave number is $k_j=k\sqrt{\sin^2\theta-2\delta_j+2i\beta_j}$. Starting at the substrate, the amplitude $r_j$ at the interface between media $j$ and $j+1$ follows from the one below it:

$$r_j=\frac{f_j+r_{j+1}e^{2ik_{j+1}d_{j+1}}}{1+f_jr_{j+1}e^{2ik_{j+1}d_{j+1}}},\qquad f_j=\frac{k_j-k_{j+1}}{k_j+k_{j+1}}\,e^{-2k_jk_{j+1}\sigma^2}.$$

Here $d_{j+1}$ is a layer thickness and $\sigma=0.3$ nm is the interface roughness. The result is broadened by a Gaussian of full width $0.01^\circ$ at half maximum. Photon noise is left out.

## Solution

### (a) The interference function

**Closed form.** For $e^{i\varphi}\neq1$ the geometric series gives

$$\sum_{n=0}^{N-1}e^{in\varphi}=\frac{e^{iN\varphi}-1}{e^{i\varphi}-1}
=e^{i(N-1)\varphi/2}\,\frac{\sin(N\varphi/2)}{\sin(\varphi/2)} .$$

The second form follows by taking $e^{iN\varphi/2}$ out of the numerator and $e^{i\varphi/2}$ out of the denominator. The phase factor drops out of the squared modulus:

$$S_N=\frac{\sin^2(N\varphi/2)}{\sin^2(\varphi/2)} .$$

At $\varphi=2\pi m$ every term of the sum is 1, so $S_N=N^2$. These are the Bragg peaks. At any other phase the terms $1$ and $e^{i\varphi}$ point in different directions in the complex plane, so the triangle inequality is strict and $S_N<N^2$.

**Zeros.** $S_N$ vanishes where $\sin(N\varphi/2)=0$ but $\sin(\varphi/2)\ne0$. Between orders $m$ and $m+1$ this happens at

$$\varphi=2\pi\left(m+\frac jN\right),\qquad j=1,\dots,N-1 .$$

These $N-1$ zeros enclose $N-2$ intervals. In each one $S_N$ is positive inside and zero at both ends, so it has at least one maximum there.

**One maximum per interval.** Put $x=\varphi/2$, so that $d/d\varphi=\tfrac12\,d/dx$. From $\ln S_N=2\ln|\sin Nx|-2\ln|\sin x|$,

$$\frac{d\ln S_N}{d\varphi}=N\cot Nx-\cot x,$$

$$\frac{d^2\ln S_N}{d\varphi^2}=-\frac12\left[\frac{N^2}{\sin^2Nx}-\frac1{\sin^2x}\right]
=-\frac{N^2-S_N}{2\sin^2Nx}<0 .$$

The sign follows from $S_N<N^2$. Between consecutive zeros $\ln S_N$ is therefore strictly concave and has a single stationary point, a maximum.

Two pieces remain, from each Bragg point to the nearest zero. $S_N$ is symmetric about the Bragg point, so its slope is zero there. Concavity makes it fall steadily from that point to the zero, which leaves no room for another maximum. The number of subsidiary maxima is thus exactly $N-2$. Two bilayers give none, and three give one, halfway between the peaks.

**Positions and heights.** Setting the first derivative to zero gives

$$\tan Nx=N\tan x .$$

With $t=\tan x$ and $\sin^2=\tan^2/(1+\tan^2)$, the height is

$$S_N=\frac{N^2t^2}{1+N^2t^2}\cdot\frac{1+t^2}{t^2}
=\frac{N^2}{\cos^2x+N^2\sin^2x}=\frac{N^2}{1+(N^2-1)\sin^2x}.$$

The last step uses $\cos^2x=1-\sin^2x$. For odd $N$ the middle maximum lies at $x=\pi/2$, where both tangents diverge. The height formula still holds as a limit and gives $S_N=1$.

### (b) The factor of one bilayer

**Single scattering.** Let $\Delta\delta=\delta_h-\delta_l$, and let $h(z)$ be 1 in the heavy layer and 0 elsewhere. Since $n^2\approx1-2\delta$, the field obeys

$$\psi''+k_z^2\psi=2k^2\Delta\delta\,h(z)\,\psi .$$

The outgoing solution of $G''+k_z^2G=\delta_D(z-z')$, with $\delta_D$ the Dirac delta function, is $G=e^{ik_z|z-z'|}/(2ik_z)$. On the right-hand side $\psi$ is replaced by the incident wave $e^{ik_zz}$. Above the layer the scattered wave is then $r_1e^{-ik_zz}$ with

$$r_1=\frac{k^2\Delta\delta}{ik_z}\int h(z')\,e^{2ik_zz'}dz' .$$

The integral over a thickness $\Gamma\Lambda$ has modulus $|\sin(k_z\Gamma\Lambda)|/k_z$, so

$$|r_1|=\frac{k^2\Delta\delta}{k_z^2}\,|\sin(k_z\Gamma\Lambda)|,\qquad
R\propto\frac{\sin^2(\Gamma\varphi/2)}{\varphi^4}\,S_N(\varphi).$$

**The count for $\Gamma=0.4$.** The logarithmic curvature of $R$ is

$$\frac{d^2\ln R}{d\varphi^2}=\frac{d^2\ln S_N}{d\varphi^2}-\frac{\Gamma^2}{2\sin^2(\Gamma\varphi/2)}+\frac4{\varphi^2}.$$

Only the last term is positive, and between orders 1 and 2 it is below $4/(2\pi)^2\approx0.10$. Take $N\ge3$. Between the first and the last zero, $|\sin x|\ge\sin(\pi/N)\ge2/N$, because the sine lies above its chord on $[0,\pi/2]$. Hence

$$\frac12\left[\frac{N^2}{\sin^2Nx}-\frac1{\sin^2x}\right]\ge\frac12\left[N^2-\frac{N^2}4\right]=\frac{3N^2}8\ge\frac{27}8 .$$

This far exceeds 0.10, so $\ln R$ stays concave and each interval keeps one maximum.

Around a Bragg point the identity $1/\sin^2y=\sum_j(y-\pi j)^{-2}$ helps. Applied to both terms, it turns the bracket into a sum of $(x-\pi j/N)^{-2}$ over all integers $j$ that are not multiples of $N$. Within $\pi/N$ of the Bragg point the two nearest terms alone add up to at least $2N^2/\pi^2$. Half of that is at least 0.9 for $N\ge3$, while $4/\varphi^2$ is at most 0.23 there. Each Bragg peak is therefore a single maximum, slightly displaced by the sloping factor.

The argument also needs $\sin(\Gamma\varphi/2)\ne0$ throughout. For $\Gamma=0.4$ its first zero after $\varphi=0$ is at order $1/\Gamma=2.5$, outside the range used. The kinematic reflectivity thus has $N-2$ subsidiary maxima between orders 1 and 2.

**The case $\Gamma=1/2$.** With $\sin(\varphi/2)=2\sin(\varphi/4)\cos(\varphi/4)$,

$$\sin^2(\varphi/4)\,S_N=\frac{\sin^2(N\varphi/2)}{4\cos^2(\varphi/4)} .$$

In this kinematic formula, which uses one $k_z$ for both layers, the second Bragg peak has disappeared; in a scan with refraction and multiple scattering the extinction need not be exact. The visible peaks are at $\varphi=2\pi$ and $6\pi$, where the cosine vanishes. Setting $\varphi=2\pi+2\varphi'$ turns the right-hand side into $\tfrac14S_{2N}(\varphi')$, because $\cos(\pi/2+\varphi'/2)=-\sin(\varphi'/2)$. The mirror acts like $2N$ equally spaced scatterers, its interfaces. There are $2N-2$ maxima between the visible peaks, 18 for ten bilayers. Adding two to that count would give twice the true number of bilayers, so the orders must be identified before counting.

### (c) Reading the scan

The ratio of the two Bragg angles is a little below 2. This fits orders 1 and 2 with refraction, as the numbers below confirm. Between them the table has $M=8$ subsidiary maxima, so

$$N=M+2=10 .$$

**Fringe spacing.** The average index decrement is

$$\bar\delta=0.4(3.0\times10^{-5})+0.6(7.5\times10^{-6})=1.65\times10^{-5}.$$

Refraction conserves the wave-vector component along the surface, so inside the stack $k_z^2\approx k^2(\sin^2\theta-2\bar\delta)$. The order coordinate is

$$u=\frac{\varphi}{2\pi}=\frac{k_z\Lambda}{\pi}=\frac{2\Lambda}\lambda\sqrt{\sin^2\theta-2\bar\delta}.$$

The zeros of $S_N$ are spaced by $1/N$ in $u$, and its subsidiary maxima by slightly more. For the two middle maxima, with $2\Lambda/\lambda=90.9$,

$$u(0.972^\circ)\approx1.451,\qquad u(1.031^\circ)\approx1.550,\qquad N\approx\frac1{0.099}\approx10 .$$

The median of all seven spacings, taken from the unrounded scan, gives 10.0; the next digit depends on the angular step of the scan. The same rule applied to the maxima of $S_{10}$ itself gives 9.84, so the spacing fixes $N$ to the nearest integer rather than to decimals. The simulation was indeed made with ten bilayers.

**Comparison with the kinematic angles.** Solving $\tan Nx=N\tan x$ numerically for $N=10$ puts the first subsidiary maximum at $u=1.1435$, with 5.05% of the height of the Bragg peak in $S_N$. The fourth lies at $u=1.4495$, with 1.03%. Converted to angles, these positions are $0.792^\circ$ and $0.971^\circ$; the scan has $0.797^\circ$ and $0.972^\circ$. All eight agree within about $0.005^\circ$.

Without refraction the Bragg peaks would be expected at $0.630^\circ$ and $1.261^\circ$. With it they move to $0.711^\circ$ and $1.303^\circ$, close to the observed $0.699^\circ$ and $1.296^\circ$. The remaining shifts combine several effects that this comparison does not separate.

### (d) Why the count works, and where it stops

**The kinematic intensity fails at order 1.** There $k_z=\pi/\Lambda$, and the formula of part (b) gives

$$|r_1|=\frac{4\Lambda^2\Delta\delta}{\lambda^2}\sin(0.4\pi)=0.177,\qquad N^2|r_1|^2=3.13 .$$

A reflectivity above 1 is impossible; the scan has 0.673. At order 2 the amplitude is 0.0273 and the kinematic peak 0.075. Roughness multiplies this by $e^{-(2k_z\sigma)^2}=0.748$, which gives 0.056, against 0.0514 in the scan. Absorption, left out of this estimate, would lower it further, so the closeness is partly accidental. Single scattering gives the right size of the peak at order 2 but not at order 1.

**The zeros survive multiple scattering.** Consider a lossless stack with the light material on both sides. Let the matrix $T$ carry $(\psi,\psi')$ across one period. It has determinant 1, and its trace defines the Bloch phase $K$ through $\operatorname{tr}T=2\cos K$. The Cayley–Hamilton theorem gives $T^2=2\cos K\,T-1$, and by induction

$$T^N=\frac{\sin NK}{\sin K}\,T-\frac{\sin(N-1)K}{\sin K}.$$

For the induction step, multiply by $T$, replace $T^2$, and use $2\cos K\sin NK-\sin(N-1)K=\sin(N+1)K$.

At $K=j\pi/N$ with $j=1,\dots,N-1$ the first term vanishes. Since $\sin(NK-K)=-\cos NK\,\sin K$ at these points, the second leaves $T^N=\cos NK=\pm1$. The field leaves the stack as it entered, apart from a sign. Behind the stack there is only a forward wave, so the same holds in front of it, and $R=0$.

Between two Bragg gaps $\cos K$ runs continuously between $+1$ and $-1$, so each of these $N-1$ phases occurs. At least $N-2$ maxima must lie between the zeros, however strong the scattering. The recursion, applied to such matched lossless stacks with the layers of this mirror, gives 3, 8 and 38 maxima for 5, 10 and 40 bilayers: $N-2$ each time.

**Where real scans lose fringes.** A vacuum surface, roughness, absorption and broadening lie outside this argument, so their effect has to be computed. With all settings of the scan fixed except $N$, the rule $N=M+2$ holds for every $N$ from 4 to 19 and first fails at 20.

For 40 bilayers the fringe spacing is about $\lambda/(2N\Lambda)$, or $0.016^\circ$, which refraction lowers to $0.015^\circ$. This is not much wider than the instrumental broadening of $0.01^\circ$. Absorption also weakens the waves from deep bilayers. With the absorption averaged over the layers, the amplitude remaining after the round trip through the stack at order 1.5 is about

$$\exp\left[-\frac{2kN(\beta_h\Gamma\Lambda+\beta_l(1-\Gamma)\Lambda)}{1.5\,\lambda/(2\Lambda)}\right],$$

which is 0.73 for $N=10$ but 0.28 for $N=40$. The counts for $N=40$, with roughness kept in every case, are:

| Absorption | Broadening | Maxima |
|---|---|---|
| no | no | 38 |
| yes | no | 36 |
| no | yes | 34 |
| yes | yes | 30 |

Each effect alone hides fringes, and together they hide eight. The median fringe spacing still gives about 40.1 in the last case (40.04 with an angular step of $0.00025^\circ$, 40.09 with a five times finer one). It does not require every fringe to be visible, as long as most of the visible ones are consecutive; here the lost fringes are those next to the Bragg peaks. For this stack the spacing is the better measure, provided the period and the average index decrement are known.

Unequal layers are a further departure from the model. In 200 simulated ten-bilayer stacks, every layer thickness received an independent Gaussian error of 0.05 nm rms. All 200 still showed eight subsidiary maxima.

**Relation to lithography mirrors.** Mirrors for extreme-ultraviolet lithography at 13.5 nm work near normal incidence, where first-order reflection needs a period of roughly half the wavelength, about 7 nm. They typically have some 40 to 50 bilayers. The ten-bilayer stack is thus far thinner than a working mirror. Its optical constants and roughness are round values of a plausible size, not data for a particular material pair. For a full mirror the counting rule fails in this model because absorption and broadening hide some of the fringes: the 30 maxima found for $N=40$ would be read as 32 bilayers, 20% too few. Real mirrors also have mixed interface zones and often a capping layer, which this calculation leaves out. A cap can upset the count even for few bilayers: a heavy layer on top of the uppermost light one may act as an additional bilayer and add a maximum.
